# Effective mass from one point on a parabolic band

## Problem

A band calculation for a two-dimensional semiconductor gives a conduction-band minimum. At a distance \(k=0.02\ \text{Å}^{-1}\) from it, the energy is higher by \(\Delta E=3.05\) meV. The band is taken to be parabolic and isotropic near the minimum.

(a) What is the effective mass \(m\), in units of the free-electron mass \(m_e\)?

(b) How do errors in the energy, in the position of the minimum and in the assumed shape affect it, and what step \(k\) is best?

(c) Is the mass still good for the electrons of a transistor channel at 300 K?

The wavevector \(k\) is measured from the minimum, not from the centre of the Brillouin zone. Its value is taken as an exact grid setting, and the energy as rounded to 0.01 meV.

## First estimate by scaling

The available quantities are \(\hbar\), \(k\) and \(\Delta E\). The momentum scale is \(\hbar k\), and a squared momentum divided by a mass is an energy, so

\[
\Delta E\sim\frac{\hbar^2k^2}{m},\qquad m\sim\frac{\hbar^2k^2}{\Delta E}.
\]

With \(\hbar^2/m_e=7.62\ \text{eV Å}^2\),

\[
\frac{m}{m_e}\sim\frac{7.62\times(0.02)^2}{3.05\times10^{-3}}\approx1.0 .
\]

Scaling fixes the powers: doubling \(k\) at fixed mass quadruples the rise, and a steeper band means a lighter electron. It cannot fix a pure number in front.

## Exact solution for the parabola

The effective mass is defined by the curvature of the band,

\[
\frac{d^2E}{dk^2}=\frac{\hbar^2}{m}.
\]

For a parabolic band the right side is constant. Integrating once gives \(dE/dk=\hbar^2k/m\), without an added constant because the slope vanishes at the minimum. Integrating again from 0 to \(k\) gives

\[
\Delta E=\frac{\hbar^2k^2}{2m},\qquad
m=\frac{\hbar^2k^2}{2\Delta E}.
\]

Dividing by \(m_e\) and using \(\hbar^2/(2m_e)=3.80998\ \text{eV Å}^2\),

\[
\frac{m}{m_e}=\frac{3.80998\times4\times10^{-4}}{3.05\times10^{-3}}
=\frac{1.5240\ \text{meV}}{3.050\ \text{meV}}=0.4997 .
\]

The mass is \(0.50\,m_e\), or \(4.55\times10^{-31}\) kg. The numerator is the rise of a free electron at the same \(k\); the band rises twice as fast, so its electron responds as if it had half the mass.

A particle on a ring gives an independent check. On a ring of length \(2\pi/k=314.16\) Å, the lowest state is constant and the next holds one wavelength, so its excitation energy must be \(\Delta E\). Diagonalizing the kinetic energy of a particle of this mass on 240 ring points gives 3.0498 meV.

## Comparison of the two

The estimate gave \(1.0\,m_e\) and the solution gives \(0.50\,m_e\). The powers agree; the factor \(1/2\) comes from the second integration, \(\int_0^k k'\,dk'=k^2/2\). Scaling suffices to plan a calculation, but a mass needs the prefactor.

## Errors of the input

Taking the logarithm of \(m=\hbar^2k^2/(2\Delta E)\) and differentiating gives, for small errors,

\[
\frac{\delta m}{m}=2\frac{\delta k}{k}-\frac{\delta(\Delta E)}{\Delta E}.
\]

Rounding places \(\Delta E\) between 3.045 and 3.055 meV, hence \(m\) between 0.5005 and \(0.4989\,m_e\). An error of 0.1 meV matters more: a rise of 3.15 meV would give \(0.4838\,m_e\), about 3% lower. A total energy or band energy that looks well converged on the scale of an eV may therefore be too coarse here. What counts is the error of the energy difference; a shift common to both points cancels.

The minimum may also be misplaced. Suppose the reference point lies at \(s\) instead of 0. For a parabola with \(A=\hbar^2/(2m)\), the apparent rise is

\[
A(s+k)^2-As^2=Ak^2\left(1+\frac{2s}{k}\right).
\]

With \(s=0.0005\ \text{Å}^{-1}\) the excess is 5%. Using points on both sides removes it:

\[
\frac{A(s+k)^2+A(s-k)^2}{2}-As^2=Ak^2 ,
\]

because the terms \(\pm2sk\) cancel.

## Errors of the assumed shape

One rise cannot reveal whether the band is a parabola. In a real band it yields a chord mass, which approaches the curvature mass as \(k\to0\). A simple lattice model shows how large the difference can be.

Take a honeycomb lattice with two sites per cell, site energies \(\pm E_g/2\), hopping \(t\) and lattice constant \(a\). At absolute wavevector \(\mathbf p\), the Hamiltonian and hopping sum are

\[
H=\begin{pmatrix}E_g/2&tf\\ tf^*&-E_g/2\end{pmatrix},\qquad
f=1+e^{i\mathbf p\cdot\mathbf a_1}+e^{i\mathbf p\cdot\mathbf a_2},
\]

where \(\mathbf a_1,\mathbf a_2\) have length \(a\) and enclose 60°. The trace of \(H\) is zero and its determinant is \(-E_g^2/4-t^2|f|^2\), so its eigenvalues are \(\pm\sqrt{E_g^2/4+t^2|f|^2}\). Measured from the conduction-band edge, the upper one is \(E=\sqrt{E_g^2/4+t^2|f|^2}-E_g/2\). Moving \(E_g/2\) to the left, squaring and dividing by \(E_g\) gives

\[
E\left(1+\frac{E}{E_g}\right)=\frac{t^2|f|^2}{E_g}.
\]

The minimum lies at a zone corner, where \(f=0\). Define \(\mathbf d_1=\mathbf a_1\), \(\mathbf d_2=-\mathbf a_2\), \(\mathbf d_3=\mathbf a_2-\mathbf a_1\). These vectors have length \(a\), lie 120° apart and sum to zero. Multiplying out \(ff^*\) gives \(|f|^2=3+2\sum_j\cos(\mathbf p\cdot\mathbf d_j)\). At the chosen corner all three phases equal \(2\pi/3\), up to multiples of \(2\pi\). A displacement \(\mathbf k\) adds \(x_j=\mathbf k\cdot\mathbf d_j\), and since \(2\cos(2\pi/3+x)=-\cos x-\sqrt3\sin x\),

\[
|f|^2=3-\sum_j\cos x_j-\sqrt3\sum_j\sin x_j
\simeq\frac12\sum_jx_j^2+\frac{\sqrt3}{6}\sum_jx_j^3-\frac1{24}\sum_jx_j^4 .
\]

The linear term vanished because \(\sum_jx_j=0\). Let \(\phi\) be the angle between \(\mathbf k\) and \(\mathbf d_1\). The powers of cosine contain harmonics, of which only multiples of three survive a sum over directions 120° apart. From \(\cos^2u=(1+\cos2u)/2\), \(\cos^3u=(3\cos u+\cos3u)/4\) and \(\cos^4u=(3+4\cos2u+\cos4u)/8\), the sums are

\[
\sum_jx_j^2=\tfrac32a^2k^2,\quad
\sum_jx_j^3=\tfrac34a^3k^3\cos3\phi,\quad
\sum_jx_j^4=\tfrac98a^4k^4 .
\]

Therefore

\[
|f|^2\simeq\frac34a^2k^2\left[1+\frac{ak}{2\sqrt3}\cos3\phi-\frac{a^2k^2}{16}\right].
\]

The leading term has no \(\phi\), so the curvature mass is isotropic. Call it \(m_0\), and from here on let \(A=\hbar^2/(2m_0)\). Matching \(E\to Ak^2\) requires \(t^2=4AE_g/(3a^2)\), and then

\[
E\left(1+\frac E{E_g}\right)\simeq Ak^2\left[1+\frac{ak}{2\sqrt3}\cos3\phi-\frac{a^2k^2}{16}\right].
\]

The cubic term, called trigonal warping, changes sign when \(\mathbf k\) is reversed. It cancels to leading order in the mean \(\bar E\) of the two rises. Replacing the mean of \(E^2\) by \(\bar E^2\) introduces only a higher-order error, so the chord mass from the mean is

\[
\frac{m_{\rm chord}}{m_0}=\frac{Ak^2}{\bar E}
\simeq\frac{1+\bar E/E_g}{1-a^2k^2/16}
\simeq1+Bk^2,\qquad B=\frac A{E_g}+\frac{a^2}{16}.
\]

Take round parameters: \(m_0=0.50\,m_e\), \(E_g=1.8\) eV and \(a=3.2\) Å. Then \(A=7.62\ \text{eV Å}^2\), \(t=1.336\) eV and \(B=4.87\ \text{Å}^2\). Diagonalization at \(k=0.02\ \text{Å}^{-1}\) along \(\phi=0\) gives these values:

| Points used | Rise (meV) | Chord mass (\(m_e\)) |
|---|---:|---:|
| \(+k\) | 3.098 | 0.4919 |
| \(-k\) | 2.986 | 0.5104 |
| mean of both | 3.042 | 0.5010 |

The warping fraction \(ak/(2\sqrt3)\) is 1.85%, in line with the spread of the two sides. The bias left in the mean is \(Bk^2=0.19\%\). Along this line, a one-sided rise therefore supports a mass only to about 2%, however many digits the energy has. The warping is strongest here; where \(\cos3\phi=0\), for example at \(\phi=90^\circ\), it vanishes to leading order and a one-sided rise has only the 0.19% bias.

With the reference misplaced by \(s=0.0005\ \text{Å}^{-1}\) towards \(+k\), the one-sided mass drops to \(0.468\,m_e\): misplacement and warping both raise the apparent energy. The symmetric estimate is \(0.5003\,m_e\). It is closer to \(m_0\) than the well-centred one for an accidental reason. The cubic term contributes through

\[
\frac{(s+k)^3+(s-k)^3}{2}-s^3=3sk^2 ,
\]

which raises the rise by the fraction \(3sa/(2\sqrt3)=0.14\%\) and offsets most of the 0.19% bias. With the opposite sign of \(s\), the two errors would add.

## The best step

Let the error of the symmetric energy difference be at most \(\delta\) in size. In the worst case it lowers the rise, and so adds \(\delta/(Ak^2)\) to the relative mass error. To leading order the largest error is

\[
W(k)=\frac{\delta}{Ak^2}+Bk^2 .
\]

Setting its derivative to zero gives

\[
-\frac{2\delta}{Ak^3}+2Bk=0,\qquad
k_{\rm best}=\left(\frac{\delta}{AB}\right)^{1/4}.
\]

This is a minimum, since \(W\) grows without limit at both small and large \(k\). There the two terms are equal, and their sum is \(2\sqrt{\delta B/A}\).

For \(\delta=0.01\) meV the formula gives \(k_{\rm best}=0.0228\ \text{Å}^{-1}\) and a largest error of 0.51%. A direct search with the diagonalized band gives 0.0228 and 0.51% as well. At the step of the problem the sum is \(0.328\%+0.195\%=0.52\%\), so \(0.02\ \text{Å}^{-1}\) is a sound choice for this noise. Halving the step would quadruple the noise part to 1.3%. These figures hold for symmetric points about a well-placed minimum; one-sided data also carry the warping error, which is larger except near the directions where \(\cos3\phi=0\).

## Use in a channel at room temperature

A channel electron may sit well above the energy that was probed. In two dimensions there are \(g/(2\pi)^2\) states per unit area of wavevector space and of sample, where \(g\) counts spins and equivalent valleys. A parabola encloses the area \(\pi k^2=\pi E/A\) below energy \(E\), so the number of states per sample area is \(gE/(4\pi A)\). The density of states is its derivative, the constant \(D=g/(4\pi A)\).

For two valleys and two spins, \(g=4\). A carrier density \(n=10^{13}\ \text{cm}^{-2}=10^{-3}\ \text{Å}^{-2}\) then has the zero-temperature Fermi energy

\[
E_F=\frac nD=\frac{4\pi An}{g}
=\pi\times7.62\times10^{-3}\ \text{eV}=23.9\ \text{meV}.
\]

This is close to \(k_BT=25.85\) meV at 300 K, so neither the degenerate nor the classical limit applies. Integrating the Fermi function gives

\[
n=D\int_0^\infty\frac{dE}{e^{(E-\mu)/k_BT}+1}
=Dk_BT\ln\left(1+e^{\mu/k_BT}\right).
\]

Solving with \(n/D=E_F\) yields \(\mu=k_BT\ln(e^{E_F/k_BT}-1)=10.9\) meV. The mean carrier energy, obtained by integrating \(E\) with the same weight, is \(\langle E\rangle=32.45\) meV. That is 10.6 times the rise from which the mass was found.

The density of states at such energies follows from the area \(S(E)\) inside an energy contour. Write \(c=a/(2\sqrt3)\) and \(k_0^2=E(1+E/E_g)/A\). The contour obeys \(k^2(1+x)=k_0^2\) with \(x=ck\cos3\phi-a^2k^2/16\). To first order \(k\simeq k_0(1-\tfrac12ck_0\cos3\phi)\). Inserting this in \(x\) and using \(1/(1+x)\simeq1-x+x^2\),

\[
\frac{k^2}{k_0^2}\simeq1-ck_0\cos3\phi+\frac32c^2k_0^2\cos^23\phi+\frac{a^2k_0^2}{16}.
\]

Averaging over angle removes the first cosine and turns \(\cos^2\) into \(1/2\). Since \(c^2=a^2/12\), the third term becomes \(a^2k_0^2/16\), and

\[
S\simeq\pi k_0^2\left(1+\frac{a^2k_0^2}{8}\right)
\simeq\frac{\pi}{A}\left[E+\frac{E^2}{E_g}+\frac{a^2E^2}{8A}\right].
\]

For a parabola \(dS/dE=\pi/A\), proportional to the mass. The density-of-states mass \(m_d\) is therefore

\[
\frac{m_d(E)}{m_0}=\frac A\pi\frac{dS}{dE}
\simeq1+\frac{2E}{E_g}+\frac{a^2E}{4A}.
\]

At 32.45 meV this is 1.047; contours of the diagonalized band give 1.048. Because the correction is linear in \(E\), its thermal average at fixed \(\mu\) and \(T\) is its value at \(\langle E\rangle\). At fixed \(\mu\) and in equilibrium, a constant mass thus underestimates the density by nearly 5% of the constant-mass value. The mass that governs the current is a different average, namely that of the curvature over the occupied states. To fourth order \(E\simeq Ak^2+Ack^3\cos3\phi-ABk^4\). The cubic term has zero Laplacian and \(\nabla^2k^4=16k^2\), so the mean curvature per direction is \(2A(1-4Bk^2)\). With \(k^2\simeq E/A\), the transport mass is about \(m_0(1+4B\langle E\rangle/A)\), some 8% above \(m_0\). Carriers heated by a drain bias reach higher energies, where both corrections are larger. The mass from the small step is right for the band edge, but a channel model that needs an accuracy of a few percent should use the calculated band over the whole energy range that the carriers occupy, including the thermal tail above the mean energy.

## The real case

These parameters are in the rough range of n-type monolayer transition-metal dichalcogenides: a mass near half that of a free electron, a gap of about 2 eV and a lattice constant slightly above 3 Å. The density is that of a strongly gated channel. The two-band model indicates only the order of magnitude of the shape errors. Their values in a particular compound, whose band edge involves more orbitals, must be taken from its own calculated band. Real channels also break the assumed fourfold degeneracy, because spin–orbit coupling splits the conduction band. If the upper spin band is empty, \(g=2\) and the zero-temperature Fermi energy at the same density doubles to 47.9 meV; a smaller splitting gives a value in between. Several of these compounds also have further conduction valleys away from the zone corner. The model lacks them, and they add carriers of a different mass if they lie within a few \(k_BT\) of the chemical potential. Finally, the errors treated here concern extracting a mass from a given band. The approximate density functional, missing many-body corrections and strain can change the band itself, and a finer grid does not remove those errors.

The complete figures are in the numerical output below.

## Values computed for the example and the checks

```
Wavevector from minimum: 0.0200 1/angstrom
Energy rise: 3.050 meV
hbar^2/(2 m_e): 3.80998 eV angstrom^2
Free-electron rise at this k: 1.5240 meV
Effective mass: 0.49967 m_e
Effective mass, converted: 4.5517e-31 kg
Wavevector in Hartree units: 0.010584 1/bohr
Rise in Hartree units: 1.12085e-04 hartree
Mass by Hartree route: 0.49967 m_e
Ring length: 314.16 angstrom
Ring excitation, diagonalized: 3.0498 meV
Mass if rise is 3.055 meV: 0.49885 m_e
Mass if rise is 3.045 meV: 0.50049 m_e
Mass if rise is 0.1 meV larger: 0.4838 m_e
Mass if k is 1 percent larger: 0.5097 m_e
Model band-edge mass m0: 0.500 m_e
Model A = hbar^2/(2 m0): 7.6200 eV angstrom^2
Model gap: 1.80 eV
Model lattice constant: 3.20 angstrom
Model hopping t: 1.3364 eV
Curvature mass along x: 0.50000 m_e
Curvature mass along y: 0.50000 m_e
Lattice rise at +k: 3.0982 meV
Lattice rise at -k: 2.9860 meV
Chord mass at +k: 0.49190 m_e
Chord mass at -k: 0.51039 m_e
Chord mass from mean rise: 0.50097 m_e
Warping fraction a k/(2 sqrt 3): 1.848 percent
Coefficient B: 4.873 angstrom^2
Chord bias B k^2: 0.195 percent
Misplacement of minimum s: 0.0005 1/angstrom
Misplacement fraction 2s/k: 5.00 percent
One-sided mass, misplaced: 0.4683 m_e
Symmetric mass, misplaced: 0.5003 m_e
Energy-difference error bound: 0.010 meV
Noise part at k, noise/(A k^2): 0.328 percent
Best step, formula: 0.02278 1/angstrom
Best step, lattice search: 0.02283 1/angstrom
Least worst error, formula: 0.506 percent
Least worst error, lattice: 0.507 percent
Temperature: 300 K
Thermal energy kT: 25.85 meV
Carrier density: 1.0e+13 1/cm^2
Fermi energy at 0 K, degeneracy 4: 23.94 meV
Fermi energy at 0 K, degeneracy 2: 47.88 meV
Chemical potential, degeneracy 4: 10.90 meV
Mean carrier energy, degeneracy 4: 32.45 meV
Mean energy / probed rise: 10.6 (ratio)
DOS mass / m0 at mean, lattice: 1.0478 (ratio)
DOS mass / m0 at mean, formula: 1.0470 (ratio)
```
